**Folded-spectrum search for a band edge and its condition number**

The program minimises $\langle(H-\varepsilon)^2\rangle$ for a two-band quantum well, where $H$ is the Hamiltonian and $\varepsilon$ the reference energy. The condition number $K$ is the ratio of the largest to the smallest curvature at the minimum. It asserts that $K$ is smallest when $\varepsilon$ lies midway between the level below the gap and the second level above it, by comparing the formula with a scan over $\varepsilon$. It also asserts that values of $K$ read from the error decay of gradient descent agree with those from the full spectrum within 2 percent. The output gives a best $K$ of 456, against 50 for direct minimisation within the upper band. The mean number of conjugate-direction steps rises from 60 to 234, and a preconditioner built from the uniform crystal lowers it to about 18. A sparse case of dimension 23,999 gives the same band edge, which the program compares with a shift-and-invert calculation. Further lines size the effects left out of the model, of which the heavy hole is the largest.

## Program and output

```python
"""
Folded-spectrum search for a band-edge state, and the conditioning it costs.

Result under test: for a target level Ec with next level Ec2 above and the
level Ev below the gap, minimising <(H - ref)^2> has the condition number
    K = (lam_max - lam_0) / (lam_1 - lam_0),   lam_i = (E_i - ref)^2,
which is smallest at ref = (Ev + Ec2)/2, where
    K = max[T (T + G - d), B (B - G + d)] / (d G),
    d = Ec2 - Ec, G = Ec - Ev, T = E_max - Ec, B = Ec - E_min.
Direct minimisation inside the upper band would have K = T/d.

Model: electron / light-hole two-band Hamiltonian of a quantum well at zero
in-plane wave vector, one spin block, on staggered grids. Energies in eV,
lengths in nm. tau = hbar^2/2m, P = interband coupling (eV nm).
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh, splu
from scipy import constants as const

# ---------------------------------------------------------------- parameters
tau = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
gap_well = 0.75          # eV
offset_c = 0.25          # eV, conduction barrier
offset_v = 0.35          # eV, valence barrier
kane_energy = 25.0       # eV
well_width = 8.0         # nm
box_small = 60.0         # nm
box_large = 3000.0       # nm
spacing = 0.25           # nm
residual_goal = 1e-5     # eV
coupling = np.sqrt(2 * kane_energy / 3 * tau)


def difference_matrix(a, box):
    n = int(round(box / a))
    return (sp.diags([1.0, -1.0], [0, -1], shape=(n, n - 1)) / a).tocsr()


def grids(a, box):
    n = int(round(box / a))
    return a * np.arange(1, n), a * (np.arange(n) + 0.5)


def well_fraction(x, a, box):
    """1 in the well, 0 in the barrier, 1/2 on an interface node."""
    return np.clip((well_width / 2 - abs(x - box / 2)) / a + 0.5, 0, 1)


def hamiltonian(a, box, barrier_c=offset_c, barrier_v=offset_v, slope=0.0):
    D = difference_matrix(a, box)
    xc, xv = grids(a, box)
    ec = gap_well + barrier_c * (1 - well_fraction(xc, a, box))
    ev = -barrier_v * (1 - well_fraction(xv, a, box))
    ec = ec + slope * (xc - box / 2)
    ev = ev + slope * (xv - box / 2)
    return sp.bmat([[sp.diags(ec) + tau * (D.T @ D), coupling * D.T],
                    [coupling * D, sp.diags(ev) - tau * (D @ D.T)]],
                   format="csr")


def edges(levels):
    """Light-hole edge, electron edge, second electron level."""
    below = int(np.sum(levels < gap_well / 2))
    return levels[below - 1], levels[below], levels[below + 1]


def condition_from_levels(levels, ref):
    lam = np.sort((levels - ref)**2)
    return (lam[-1] - lam[0]) / (lam[1] - lam[0])


def best_condition(T, B, G, d):
    return max(T * (T + G - d), B * (B - G + d)) / (d * G)


def folded(H, ref):
    shifted = (H - ref * sp.identity(H.shape[0])).tocsr()
    return lambda x: shifted @ (shifted @ x)


def condition_from_descent(apply_op, target, span, seed=1):
    """Fixed-step gradient descent; K is read off the observed error decay."""
    x = np.random.default_rng(seed).standard_normal(target.size)
    x /= np.linalg.norm(x)
    first = None
    for step in range(400000):
        if step % 10 == 0:
            error = np.linalg.norm(x - target * (target @ x))
            if first is None and error < 1e-6:
                first = (step, error)
            if error < 1e-9:
                rate = (error / first[1])**(1 / (step - first[0]))
                return 1 / (1 - rate)
        ax = apply_op(x)
        x = x - (ax - (x @ ax) * x) / span
        x /= np.linalg.norm(x)
    raise RuntimeError("gradient descent did not converge")


def minimise(apply_op, check, start, goal, precondition=None):
    """Locally optimal conjugate-direction minimisation of <A>.
    Stops when the residual of the operator 'check' is below goal."""
    x = start / np.linalg.norm(start)
    previous = None
    for step in range(20000):
        cx = check(x)
        residual = np.linalg.norm(cx - (x @ cx) * x)
        if residual < goal:
            return x, step, residual
        ax = apply_op(x)
        g = ax - (x @ ax) * x
        if precondition is not None:
            g = precondition(g)
        columns = [x, g / np.linalg.norm(g)]
        if previous is not None:
            columns.append(previous / np.linalg.norm(previous))
        Q = np.linalg.qr(np.column_stack(columns))[0]
        small = Q.T @ apply_op(Q)
        u = np.linalg.eigh((small + small.T) / 2)[1][:, 0]
        previous = Q[:, 1:] @ u[1:]
        x = Q @ u
        x /= np.linalg.norm(x)
    raise RuntimeError("minimisation did not converge")


def mean_steps(apply_op, check, size, precondition=None):
    counts = []
    for seed in (11, 12, 13):
        start = np.random.default_rng(seed).standard_normal(size)
        counts.append(minimise(apply_op, check, start, residual_goal,
                               precondition)[1])
    return float(np.mean(counts))


# ------------------------------------------- uniform crystal: bands and mass
def upper_band(q):
    return gap_well / 2 + np.sqrt((gap_well / 2 + tau * q**2)**2
                                  + (coupling * q)**2)


uniform = hamiltonian(spacing, box_small, 0.0, 0.0)
n_cells = int(round(box_small / spacing))
q_grid = 2 / spacing * np.sin(np.pi * np.arange(1, n_cells) / (2 * n_cells))
band_levels = np.sort(np.concatenate(
    [upper_band(q_grid), gap_well - upper_band(q_grid), [0.0]]))
assert np.allclose(np.linalg.eigvalsh(uniform.toarray()), band_levels,
                   atol=1e-9)
mass = 1 / (1 + 2 * kane_energy / (3 * gap_well))
dq = 1e-3
curvature = (upper_band(dq) - upper_band(0.0)) / dq**2
assert abs(tau / curvature / mass - 1) < 1e-3

# --------------------------------------------------- the well, full spectrum
H = hamiltonian(spacing, box_small)
size = H.shape[0]
levels, states = np.linalg.eigh(H.toarray())
Ev, Ec, Ec2 = edges(levels)
i_c = int(np.argmin(abs(levels - Ec)))
target = states[:, i_c]
assert not np.any((levels > 0) & (levels < gap_well))
assert Ec2 < gap_well + offset_c          # second electron level is bound
d, G = Ec2 - Ec, Ec - Ev
T, B = levels[-1] - Ec, Ec - levels[0]
assert d < G
midgap = (Ev + Ec) / 2
best_ref = (Ev + Ec2) / 2
K_best = best_condition(T, B, G, d)
K_direct = T / d

# brute-force scan of the reference energy
scan = np.linspace(midgap + 1e-3, (Ec + Ec2) / 2 - 1e-3, 4001)
K_scan = np.array([condition_from_levels(levels, r) for r in scan])
scan_ref = scan[np.argmin(K_scan)]
assert abs(scan_ref - best_ref) < 2 * (scan[1] - scan[0])
assert abs(condition_from_levels(levels, best_ref) / K_best - 1) < 1e-8
assert K_best / K_direct >= (T + G - d) / G * (1 - 1e-12)

# curvature of the folded quotient on the unit sphere, by finite differences
A_best = folded(H, best_ref)
angle = 1e-2


def quotient_on_arc(theta, direction):
    x = np.cos(theta) * target + np.sin(theta) * direction
    return x @ A_best(x)


for index in (i_c + 1, i_c - 1, size - 1, 0):
    u = states[:, index]
    bend = (quotient_on_arc(angle, u) + quotient_on_arc(-angle, u)
            - 2 * quotient_on_arc(0.0, u)) / angle**2
    expected = 2 * ((levels[index] - best_ref)**2 - (Ec - best_ref)**2)
    assert abs(bend / expected - 1) < 1e-3

# linear solves: the condition number is squared
shifted_dense = H.toarray() - best_ref * np.eye(size)
cond_linear = np.linalg.cond(shifted_dense)
cond_squared = np.linalg.cond(shifted_dense @ shifted_dense)
assert abs(cond_squared / cond_linear**2 - 1) < 1e-6

# ------------------------------------ condition numbers measured from descent
refs = [midgap + 0.05, best_ref, Ec - 0.10]
K_levels, K_measured = [], []
for r in refs:
    lam = (levels - r)**2
    K_levels.append(condition_from_levels(levels, r))
    K_measured.append(condition_from_descent(folded(H, r), target,
                                             lam.max() - lam.min()))
    assert abs(K_measured[-1] / K_levels[-1] - 1) < 0.02

# direct problem: lower band moved to the top, so Ec is the lowest level
low = states[:, :i_c]
H_upper = H.toarray() + (low * (levels[-1] - levels[:i_c])) @ low.T


def apply_upper(x):
    return H_upper @ x


K_direct_measured = condition_from_descent(apply_upper, target, T)
assert abs(K_direct_measured / K_direct - 1) < 0.02

# --------------------------------------------- conjugate-direction step counts
def apply_H(x):
    return H @ x


start = np.random.default_rng(5).standard_normal(size)
psi, steps_one, residual = minimise(A_best, apply_H, start, residual_goal)
energy = psi @ (H @ psi)
isolation = np.min(abs(np.delete(levels, i_c) - energy))
energy_bound = residual**2 / isolation
assert abs(energy - Ec) <= energy_bound + 1e-12

steps_direct = mean_steps(apply_upper, apply_upper, size)
steps_folded = mean_steps(A_best, apply_H, size)
# step counts follow sqrt(K) only roughly: the low levels are discrete
assert abs(np.log(steps_folded / steps_direct
                  / np.sqrt(K_best / K_direct))) < np.log(1.8)

H_fine = hamiltonian(spacing / 2, box_small)
levels_fine = np.linalg.eigvalsh(H_fine.toarray())
Ev_f, Ec_f, Ec2_f = edges(levels_fine)
ref_fine = (Ev_f + Ec2_f) / 2
K_fine = condition_from_levels(levels_fine, ref_fine)
A_fine = folded(H_fine, ref_fine)


def apply_fine(x):
    return H_fine @ x


steps_fine = mean_steps(A_fine, apply_fine, H_fine.shape[0])
assert abs(steps_fine / steps_folded / np.sqrt(K_fine / K_best) - 1) < 0.3


def uniform_preconditioner(a):
    """Inverse of the folded uniform crystal; its band blocks decouple."""
    H0 = hamiltonian(a, box_small, 0.0, 0.0)
    centred = H0 - gap_well / 2 * sp.identity(H0.shape[0])
    M = (centred @ centred).tocsc()
    n_c = int(round(box_small / a)) - 1
    assert abs(M[:n_c, n_c:]).max() < 1e-9 * abs(M).max()
    return splu(M).solve


steps_pre = mean_steps(A_best, apply_H, size, uniform_preconditioner(spacing))
steps_pre_fine = mean_steps(A_fine, apply_fine, H_fine.shape[0],
                            uniform_preconditioner(spacing / 2))
assert steps_pre < steps_folded / 2
assert steps_pre_fine < 1.3 * steps_pre + 3

# ------------------------------------------------ reference exactly at midgap
A_mid = folded(H, midgap)
mixed, _, _ = minimise(A_mid, A_mid, start, 1e-7)
weight = (target @ mixed)**2
h_mixed = H @ mixed
spread = np.linalg.norm(h_mixed - (mixed @ h_mixed) * mixed)
assert abs(spread - G * np.sqrt(weight * (1 - weight))) < 1e-5
assert abs(mixed @ A_mid(mixed) - (G / 2)**2) < 1e-8
pair = np.linalg.qr(np.column_stack([mixed, h_mixed - midgap * mixed]))[0]
separated = np.linalg.eigvalsh(pair.T @ (H @ pair))
assert np.allclose(separated, [Ev, Ec], atol=1e-6)

# ---------------------------------------------------------- large sparse case
H_big = hamiltonian(spacing, box_large)
size_big = H_big.shape[0]
start_big = np.random.default_rng(6).standard_normal(size_big)
psi_big, steps_big, _ = minimise(folded(H_big, best_ref),
                                 lambda x: H_big @ x, start_big,
                                 residual_goal)
Ec_big = psi_big @ (H_big @ psi_big)
inverted = eigsh(H_big.tocsc(), k=3, sigma=best_ref,
                 return_eigenvectors=False)
assert np.min(abs(inverted - Ec_big)) < 1e-8
assert abs(Ec_big - Ec) < 1e-5
assert steps_big < 2 * steps_folded

# -------------------------------- independent sine-cosine basis for the levels
n_modes = 400
k_sin = np.pi * np.arange(1, n_modes + 1) / box_small
k_cos = np.pi * np.arange(0, n_modes + 1) / box_small


def well_integral(k):
    return (well_width / box_small * np.cos(k * box_small / 2)
            * np.sinc(k * well_width / (2 * np.pi)))


in_well_c = (well_integral(k_sin[:, None] - k_sin)
             - well_integral(k_sin[:, None] + k_sin))
in_well_v = (well_integral(k_cos[:, None] - k_cos)
             + well_integral(k_cos[:, None] + k_cos))
norm_cos = np.ones(n_modes + 1)
norm_cos[0] = np.sqrt(0.5)
in_well_v *= np.outer(norm_cos, norm_cos)
block_c = (np.diag(gap_well + offset_c + tau * k_sin**2)
           - offset_c * in_well_c)
block_v = np.diag(-offset_v - tau * k_cos**2) + offset_v * in_well_v
block_vc = np.zeros((n_modes + 1, n_modes))
block_vc[1:, :] = np.diag(coupling * k_sin)
basis_levels = np.linalg.eigvalsh(np.block([[block_c, block_vc.T],
                                            [block_vc, block_v]]))
Ev_b, Ec_b, Ec2_b = edges(basis_levels)
H_finest = hamiltonian(spacing / 4, box_small)
near = np.sort(eigsh(H_finest.tocsc(), k=4, sigma=best_ref,
                     return_eigenvectors=False))
assert np.min(abs(near - Ec_b)) < 1e-4
assert np.min(abs(near - Ev_b)) < 1e-4

# ------------------------------------------------ size of what is left out
D = difference_matrix(spacing, box_small)
xc, xv = grids(spacing, box_small)
mass_hh = 0.45
hh_matrix = (sp.diags(offset_v * (1 - well_fraction(xc, spacing, box_small)))
             + tau / mass_hh * (D.T @ D))
E_hh = -np.linalg.eigvalsh(hh_matrix.toarray())[0]
K_hh = best_condition(T, B, Ec - E_hh, d)

split_off = 0.35
n_c = xc.size
ev_so = (-offset_v * (1 - well_fraction(xv, spacing, box_small)) - split_off)
so_block = sp.diags(ev_so) - tau * (D @ D.T)
link = sp.hstack([coupling / np.sqrt(2) * D,
                  sp.csr_matrix((xv.size, xv.size))])
H_three = sp.bmat([[H, link.T], [link, so_block]]).toarray()
Ec_three = edges(np.linalg.eigvalsh(H_three))[1]

field_kv_cm = 50.0
slope = field_kv_cm * 1e3 * 1e2 * 1e-9      # eV per nm
lev_f, st_f = np.linalg.eigh(
    hamiltonian(spacing, box_small, slope=slope).toarray())
Ec_field = lev_f[np.argmax(abs(target @ st_f))]
Ev_field = lev_f[np.argmax(abs(states[:, i_c - 1] @ st_f))]

rydberg = const.value("Rydberg constant times hc in eV")
dielectric = 14.0
exciton_limit = 4 * rydberg * mass / dielectric**2
temperature = 300.0
thermal = const.k * temperature / const.e
gap_slope = -0.35e-3                        # eV/K, rough
heating = 50.0
hc = const.h * const.c / const.e * 1e9      # eV nm

# -------------------------------------------------------------------- output
print(f"well gap {gap_well:.2f} eV, Kane energy {kane_energy:.1f} eV")
print(f"barriers: electron {offset_c:.2f} eV, hole {offset_v:.2f} eV")
print(f"well {well_width:.1f} nm, box {box_small:.0f} nm, "
      f"grid {spacing:.3f} nm")
print(f"tau = hbar^2/2m: {tau:.5f} eV nm^2")
print(f"interband coupling P: {coupling:.4f} eV nm")
print(f"band-edge mass: {mass:.4f} m")
print(f"matrix dimension: {size}")
print(f"light-hole edge Ev: {Ev:.5f} eV")
print(f"electron edge Ec: {Ec:.5f} eV")
print(f"second electron level Ec2: {Ec2:.5f} eV")
print(f"spectrum ends: {levels[0]:.4f} and {levels[-1]:.4f} eV")
print(f"d = {d:.5f} eV, G = {G:.5f} eV")
print(f"T = {T:.4f} eV, B = {B:.4f} eV")
print(f"midgap: {midgap:.5f} eV")
print(f"best reference, formula: {best_ref:.5f} eV")
print(f"best reference, scan: {scan_ref:.5f} eV")
print(f"best folded K, formula: {K_best:.1f}")
print(f"direct K = T/d: {K_direct:.2f}, measured {K_direct_measured:.2f}")
print(f"folding penalty K/K_direct: {K_best / K_direct:.2f}")
print(f"lower bound of penalty (T+G-d)/G: {(T + G - d) / G:.2f}")
for r, k1, k2 in zip(refs, K_levels, K_measured):
    print(f"ref {r:.4f} eV: K levels {k1:.1f}, K descent {k2:.1f}")
print(f"linear-solve condition: {cond_linear:.2f}, "
      f"folded {cond_squared:.1f}")
print(f"residual goal: {residual_goal:.0e} eV")
print(f"one folded run: {steps_one} steps, residual {residual:.2e} eV")
print(f"its energy error: {abs(energy - Ec):.1e} eV, "
      f"bound {energy_bound:.1e} eV")
print(f"mean steps, direct: {steps_direct:.1f}")
print(f"mean steps, folded: {steps_folded:.1f}")
print(f"sqrt(K/K_direct): {np.sqrt(K_best / K_direct):.2f}, "
      f"step ratio {steps_folded / steps_direct:.2f}")
print(f"half grid spacing: K {K_fine:.1f}, mean steps {steps_fine:.1f}")
print(f"sqrt of K ratio: {np.sqrt(K_fine / K_best):.2f}, "
      f"step ratio {steps_fine / steps_folded:.2f}")
print(f"preconditioned mean steps: {steps_pre:.1f}, "
      f"half spacing {steps_pre_fine:.1f}")
print(f"midgap run: electron weight {weight:.4f}, spread {spread:.4f} eV")
print(f"after 2x2 separation: {separated[0]:.5f}, {separated[1]:.5f} eV")
print(f"large box {box_large:.0f} nm: dimension {size_big}, "
      f"stored entries {H_big.nnz}")
print(f"dense storage would be {size_big**2 * 8 / 1e9:.2f} GB")
print(f"large box: Ec {Ec_big:.5f} eV in {steps_big} steps")
print(f"sine-cosine basis: Ev {Ev_b:.5f}, Ec {Ec_b:.5f} eV")
print(f"grid error of Ec: {(Ec - Ec_b) * 1e3:.3f} meV")
print(f"Ec - Ev as wavelength: {hc / G:.0f} nm")
print(f"heavy hole (mass {mass_hh:.2f} m): {E_hh:.5f} eV, "
      f"edge {hc / (Ec - E_hh):.0f} nm")
print(f"best K if heavy hole is the lower edge: {K_hh:.1f}")
print(f"split-off band ({split_off:.2f} eV) shifts Ec by "
      f"{(Ec_three - Ec) * 1e3:.1f} meV")
print(f"field {field_kv_cm:.0f} kV/cm shifts Ec - Ev by "
      f"{(Ec_field - Ev_field - G) * 1e3:.2f} meV")
print(f"exciton binding, 2D heavy-hole limit (eps {dielectric:.0f}): "
      f"{exciton_limit * 1e3:.1f} meV")
print(f"gap change for {heating:.0f} K heating (rough): "
      f"{gap_slope * heating * 1e3:.1f} meV")
print(f"kT at {temperature:.0f} K: {thermal * 1e3:.2f} meV, "
      f"exp(-d/kT) {np.exp(-d / thermal):.1e}")
print("finished without a failed check")
```

It prints:

```
well gap 0.75 eV, Kane energy 25.0 eV
barriers: electron 0.25 eV, hole 0.35 eV
well 8.0 nm, box 60 nm, grid 0.250 nm
tau = hbar^2/2m: 0.03810 eV nm^2
interband coupling P: 0.7969 eV nm
band-edge mass: 0.0431 m
matrix dimension: 479
light-hole edge Ev: -0.06042 eV
electron edge Ec: 0.80330 eV
second electron level Ec2: 0.93490 eV
spectrum ends: -6.7687 and 7.4187 eV
d = 0.13160 eV, G = 0.86372 eV
T = 6.6154 eV, B = 7.5720 eV
midgap: 0.37144 eV
best reference, formula: 0.43724 eV
best reference, scan: 0.43725 eV
best folded K, formula: 455.7
direct K = T/d: 50.27, measured 50.27
folding penalty K/K_direct: 9.06
lower bound of penalty (T+G-d)/G: 8.51
ref 0.4214 eV: K levels 596.9, K descent 596.9
ref 0.4372 eV: K levels 455.7, K descent 455.7
ref 0.7033 eV: K levels 1279.2, K descent 1279.2
linear-solve condition: 19.69, folded 387.5
residual goal: 1e-05 eV
one folded run: 330 steps, residual 9.98e-06 eV
its energy error: 5.1e-11 eV, bound 7.6e-10 eV
mean steps, direct: 60.0
mean steps, folded: 234.3
sqrt(K/K_direct): 3.01, step ratio 3.91
half grid spacing: K 2417.1, mean steps 462.0
sqrt of K ratio: 2.30, step ratio 1.97
preconditioned mean steps: 17.7, half spacing 17.3
midgap run: electron weight 0.0220, spread 0.1267 eV
after 2x2 separation: -0.06042, 0.80330 eV
large box 3000 nm: dimension 23999, stored entries 119989
dense storage would be 4.61 GB
large box: Ec 0.80330 eV in 296 steps
sine-cosine basis: Ev -0.06057, Ec 0.80321 eV
grid error of Ec: 0.091 meV
Ec - Ev as wavelength: 1435 nm
heavy hole (mass 0.45 m): -0.01041 eV, edge 1524 nm
best K if heavy hole is the lower edge: 487.2
split-off band (0.35 eV) shifts Ec by 10.5 meV
field 50 kV/cm shifts Ec - Ev by -1.62 meV
exciton binding, 2D heavy-hole limit (eps 14): 12.0 meV
gap change for 50 K heating (rough): -17.5 meV
kT at 300 K: 25.85 meV, exp(-d/kT) 6.2e-03
finished without a failed check
```
